# Effective ligand-field symmetry of cis-MA₄B₂ and fac-MA₃B₃ complexes: test program

```python
# Holohedrisation for orthoaxial complexes (d shell, additive axially symmetric ligands with
# parameters e_sigma, e_pi, e_delta on +-x, +-y, +-z). Under test: the d matrix depends only on
# trans sums S,P,D; Ds, Dt of cis-MA4B2 = -1/2 of trans; fac-MA3B3 is cubic;
# Dt = (4/7)(Dq_eq - Dq_ax); 10Dq = 3 e_sigma - 4 e_pi + e_delta; Dq = a4/6 for v = sum a_k P_k.
# Convention: E(x2-y2)=E0+6Dq+2Ds-Dt, E(z2)=E0+6Dq-2Ds-6Dt, E(xy)=E0-4Dq+2Ds-Dt,
# E(xz,yz)=E0-4Dq-Ds+4Dt. Orbital order z2, xz, yz, xy, x2-y2; site order +x,-x,+y,-y,+z,-z.
import itertools
import numpy as np, sympy as sp
from scipy.special import erf, eval_legendre
from scipy import constants as sc
HARTREE_CM = sc.physical_constants['hartree-inverse meter relationship'][0] / 100
CM_EV = 100 * sc.h * sc.c / sc.e
ISOMER = {'MA6': 'AAAAAA', 'MB6': 'BBBBBB', 'trans': 'AAAABB', 'cis': 'BABAAA',
          'MA5B': 'AAAABA', 'fac': 'BABABA', 'mer': 'BAAABB'}
SITES = [(i, s) for i in range(3) for s in (1, -1)]
PATTERN = [[1, 6, -2, -6], [1, -4, -1, 4], [1, -4, 2, -1], [1, 6, 2, -1]]  # z2, xz, xy, x2-y2

# ---- symbolic sum over six rotated and twisted ligand frames
r2, r6, Rt = sp.sqrt(2), sp.sqrt(6), sp.Rational
Qs = [sp.diag(-1, -1, 2) / r6, sp.Matrix([[0, 0, 1], [0, 0, 0], [1, 0, 0]]) / r2,
      sp.Matrix([[0, 0, 0], [0, 0, 1], [0, 1, 0]]) / r2,
      sp.Matrix([[0, 1, 0], [1, 0, 0], [0, 0, 0]]) / r2, sp.diag(1, -1, 0) / r2]
twists = [(Rt(3, 5), Rt(4, 5)), (Rt(5, 13), Rt(12, 13)), (Rt(8, 17), Rt(15, 17))]
Fs = []
for k, (i, s) in enumerate(SITES):
    I3 = sp.eye(3)
    c, t = twists[k % 3]
    R = sp.Matrix.hstack(I3[:, (i + 1) % 3], s * I3[:, (i + 2) % 3], s * I3[:, i]) \
        * sp.Matrix([[c, -t, 0], [t, c, 0], [0, 0, 1]])
    Fs.append(sp.Matrix(5, 5, lambda a, b: sp.expand((Qs[a] * R * Qs[b] * R.T).trace())))
def sym_matrix(ligs):
    H = sp.zeros(5)
    for F, (s, p, d) in zip(Fs, ligs):
        H += F * sp.diag(s, p, p, d, d) * F.T
    return H.applyfunc(sp.expand)
def sym_params(H):
    return sp.Matrix(PATTERN).LUsolve(sp.Matrix([H[0, 0], H[1, 1], H[3, 3], H[4, 4]]))
six = [sp.symbols('s%d p%d d%d' % (k, k, k)) for k in range(6)]
S, P, D = [[six[2 * i][m] + six[2 * i + 1][m] for i in range(3)] for m in range(3)]
master = sp.diag(S[2] + (S[0] + S[1]) / 4 + 3 * (D[0] + D[1]) / 4, P[0] + P[2] + D[1],
                 P[1] + P[2] + D[0], P[0] + P[1] + D[2],
                 3 * (S[0] + S[1]) / 4 + (D[0] + D[1]) / 4 + D[2])
master[0, 4] = master[4, 0] = -sp.sqrt(3) / 4 * (S[0] - D[0] - S[1] + D[1])
H6 = sym_matrix(six)
assert (H6 - master).applyfunc(sp.expand) == sp.zeros(5)
T = [S[i] - D[i] for i in range(3)]
assert sp.expand((H6[0, 0] - H6[4, 4])**2 + 4 * H6[0, 4]**2 - sum(t * t for t in T)
                 + T[0] * T[1] + T[0] * T[2] + T[1] * T[2]) == 0
AB = {'A': sp.symbols('sA pA dA'), 'B': sp.symbols('sB pB dB')}
par = {n: sym_params(sym_matrix([AB[c] for c in w])) for n, w in ISOMER.items()}
DqA, DqB = par['MA6'][1], par['MB6'][1]
zero = lambda x: sp.expand(x) == 0
(sA, pA, dA), (sB, pB, dB) = AB['A'], AB['B']
assert zero(10 * DqA - (3 * sA - 4 * pA + dA))
assert zero(par['trans'][3] - Rt(4, 7) * (DqA - DqB)) and zero(par['trans'][1] - DqA)
assert zero(par['trans'][2] - Rt(2, 7) * (sA + pA - 2 * dA - sB - pB + 2 * dB))
assert zero(par['MA5B'][3] - Rt(2, 7) * (DqA - DqB)) and zero(par['cis'][1] - (DqA + DqB) / 2)
assert zero(par['cis'][2] + par['trans'][2] / 2) and zero(par['cis'][3] + par['trans'][3] / 2)
assert zero(par['fac'][2]) and zero(par['fac'][3]) and zero(par['fac'][1] - (DqA + DqB) / 2)

# ---- 3D quadrature of smeared charges, v = q erf(s/a)/s, on a grid without inversion symmetry
Q = np.array([np.array(q.evalf().tolist(), float) for q in Qs])
def sphere(nt, nphi):
    mu, w = np.polynomial.legendre.leggauss(nt)
    ph = 2 * np.pi * np.arange(nphi) / nphi
    st = np.sqrt(1 - mu**2)
    n = np.stack([np.outer(st, np.cos(ph)), np.outer(st, np.sin(ph)), np.outer(mu, 0 * ph + 1)], -1)
    return n.reshape(-1, 3), np.repeat(w, nphi) * 2 * np.pi / nphi
dfun = lambda n: np.sqrt(15 / (8 * np.pi)) * np.einsum('pa,iab,pb->ip', n, Q, n)
rng = np.random.default_rng(1)
n, wa = sphere(40, 81)
n = n @ np.linalg.qr(rng.normal(size=(3, 3)))[0]
x, wx = np.polynomial.legendre.leggauss(50)
r, wr = 10 * (x + 1), 10 * wx * (10 * (x + 1))**2
rad = [r**2 * np.exp(-1.6 * r), r**3 * np.exp(-1.2 * r)]
rad = [f / np.sqrt(wr @ f**2) for f in rad]
Y = np.vstack([dfun(n), np.sqrt(3 / (4 * np.pi)) * n.T, np.full((1, len(n)), (4 * np.pi)**-0.5)])
rtype = [0] * 5 + [1] * 4                       # five d, three p, one s
def quad_matrix(charges):
    V = 0
    for q, pos, a in charges:
        s = np.sqrt(r[:, None]**2 + pos @ pos - 2 * r[:, None] * (n @ pos)[None, :])
        V = V + q * erf(s / a) / s
    U = {(a, b): (wr * rad[a] * rad[b]) @ V for a in (0, 1) for b in (0, 1)}
    return np.array([[np.sum(wa * Y[i] * Y[j] * U[rtype[i], rtype[j]]) for j in range(9)]
                     for i in range(9)])
cluster = [(rng.uniform(0.5, 1), 4 * v / np.linalg.norm(v), 1.5) for v in rng.normal(size=(3, 3))]
Mp, Mm = quad_matrix(cluster), quad_matrix([(q, -p, a) for q, p, a in cluster])
assert abs(Mp - Mm)[:5, :5].max() < 1e-10 and abs(Mp + Mm)[:5, 5:8].max() < 1e-10
assert abs(Mp[:5, 5:8]).max() > 1e-3
CH = {'A': (1.0, 3.8, 1.5), 'B': (0.7, 4.2, 1.8)}
M = {k: quad_matrix([(CH[c][0], s * CH[c][1] * np.eye(3)[i], CH[c][2])
                     for c, (i, s) in zip(w, SITES)]) for k, w in ISOMER.items()}
params = lambda H: np.linalg.solve(np.array(PATTERN, float), np.diag(H)[[0, 1, 3, 4]])
def legendre_a(c, k):
    q, R, a = CH[c]
    mu, w = np.polynomial.legendre.leggauss(60)
    s = np.sqrt(r[:, None]**2 + R * R - 2 * R * r[:, None] * mu)
    return (2 * k + 1) / 2 * ((wr * rad[0]**2) @ (q * erf(s / a) / s)) @ (w * eval_legendre(k, mu))
pq = {k: params(v) for k, v in M.items()}
tol = 1e-10
ak = {(c, k): legendre_a(c, k) for c in 'AB' for k in (2, 4)}
assert abs(pq['MA6'][1] - ak['A', 4] / 6) < tol and abs(pq['MB6'][1] - ak['B', 4] / 6) < tol
assert abs(pq['trans'][2] - 2 / 7 * (ak['A', 2] - ak['B', 2])) < tol
assert abs(pq['trans'][3] - 2 / 21 * (ak['A', 4] - ak['B', 4])) < tol
assert abs(pq['trans'][3] - 4 / 7 * (pq['MA6'][1] - pq['MB6'][1])) < tol
assert abs(pq['cis'][2:] + pq['trans'][2:] / 2).max() < tol and abs(pq['trans'][3]) > 1e-5
ev = {k: np.linalg.eigvalsh(v[:5, :5]) for k, v in M.items()}
assert np.ptp(ev['fac'][:3]) < tol and np.ptp(ev['fac'][3:]) < tol
eg_split = lambda H: np.ptp(np.linalg.eigvalsh(H[np.ix_([0, 4], [0, 4])]))
assert abs(eg_split(M['mer']) - np.sqrt(3) / 2 * eg_split(M['trans'])) < tol
assert abs(M['cis'][8, 0] + M['trans'][8, 0] / 2) < tol and abs(M['trans'][8, 0]) > 1e-4
assert abs(M['fac'][8, :5]).max() < tol
gap_p = 0.4
low = np.linalg.eigvalsh(M['fac'][:8, :8] + np.diag([0] * 5 + [gap_p] * 3))[:3]
assert np.ptp(low) > 1e-5 and np.diff(low).min() < 1e-9
print('smeared charges (q/e, R/bohr, a/bohr): A', CH['A'], 'B', CH['B'])
print('radial functions: d r^2 exp(-1.6r), s,p r^3 exp(-1.2r), r in bohr')
for c in 'AB':
    print('a2, a4 of %s = %.1f %.1f cm-1' % (c, ak[c, 2] * HARTREE_CM, ak[c, 4] * HARTREE_CM))
for k in ('MA6', 'MB6', 'trans', 'cis'):
    print('quadrature %s Dq, Ds, Dt = %.2f %.2f %.2f cm-1' % (k, *(np.round(pq[k][1:] * HARTREE_CM, 4) + 0)))
print('<s|V|z2> trans, cis = %.1f %.1f cm-1' % (M['trans'][8, 0] * HARTREE_CM, M['cis'][8, 0] * HARTREE_CM))
print('fac with p offset %.0f cm-1: t2g split %.1f cm-1' % (gap_p * HARTREE_CM, np.ptp(low) * HARTREE_CM))

# ---- worked example: angular overlap orbitals and d3 quartets
def ligand(nz, u, e, twist=0.0):                # e = sigma, pi_x, pi_y, delta
    u = u - (u @ nz) * nz
    u = u / np.linalg.norm(u)
    u = np.cos(twist) * u + np.sin(twist) * np.cross(nz, u)
    R = np.column_stack([u, np.cross(nz, u), nz])
    F = np.einsum('iab,bc,jcd,ad->ij', Q, R, Q, R)
    return F @ np.diag([e[0], e[1], e[2], e[3], e[3]]) @ F.T
E3 = np.eye(3)
def aom(word, L):
    return sum(ligand(s * E3[i], E3[(i + 1) % 3], L[c], 0.3) for c, (i, s) in zip(word, SITES))
L = {'A': np.array([7000., 0, 0, 0]), 'B': np.array([5500., 1000, 1000, 0])}
RB, RC = 650.0, 2600.0
m, wm = sphere(6, 11)
rho = np.einsum('ap,cp,p->acp', dfun(m), dfun(m), wm)
kern = 49 * (RB + RC / 7) * eval_legendre(2, m @ m.T) + 441 * RC / 35 * eval_legendre(4, m @ m.T)
G = np.einsum('acp,pq,bdq->abcd', rho, kern, rho).reshape(25, 25)
dets = np.zeros((125, 10))
for j, occ in enumerate(itertools.combinations(range(5), 3)):
    for pm in itertools.permutations(range(3)):
        dets[25 * occ[pm[0]] + 5 * occ[pm[1]] + occ[pm[2]], j] = np.linalg.det(E3[list(pm)]) / np.sqrt(6)
one = lambda h: 3 * dets.T @ np.kron(h, np.eye(25)) @ dets
REP = 3 * dets.T @ np.kron(G, np.eye(5)) @ dets
free = np.linalg.eigvalsh(REP)
assert np.ptp(free[:7]) < 1e-6 and abs(free[7:] - free[0] - 15 * RB).max() < 1e-6
def bands(word, L):
    h = aom(word, L)
    h0 = aom('XXXXXX', {'X': sum(L[c] for c in word) / 6})
    e0, v = np.linalg.eigh(one(h0) + REP)
    W = v.T @ one(h - h0) @ v
    first = e0[1] - e0[0] - W[0, 0] + np.linalg.eigvalsh(W[1:4, 1:4])
    e = np.linalg.eigvalsh(one(h) + REP)
    return first, e[1:] - e[0]
def B2_E(t):
    return (t[2], t[0]) if abs(t[1] - t[0]) < 1e-6 else (t[0], t[2])
print('model e_sigma, e_pi: A %.0f %.0f, B %.0f %.0f cm-1; e_delta = %.0f' % (*L['A'][:2], *L['B'][:2], L['A'][3]))
print('Racah B, C = %.0f %.0f cm-1; 4P-4F gap = %.1f cm-1' % (RB, RC, free[7] - free[0]))
h = {k: aom(w, L) for k, w in ISOMER.items()}
p = {k: params(v) for k, v in h.items()}
Dq = {'A': p['MA6'][1], 'B': p['MB6'][1]}
print('Dq_A, Dq_B = %.1f %.1f cm-1' % (Dq['A'], Dq['B']))
for k in ('trans', 'cis', 'MA5B', 'fac', 'mer'):
    w, d = ISOMER[k], np.diag(h[k])
    print(k, 'diag z2,xz,yz,xy,x2-y2 = %.0f %.0f %.0f %.0f %.0f cm-1' % tuple(np.round(d, 6) + 0))
    gap = (d[0] + d[4]) / 2 - d[1:4].mean()
    assert abs(gap - 10 * np.mean([Dq[c] for c in w])) < 1e-8
    first, full = bands(w, L)
    planes = [10 * np.mean([Dq[c] for c, (i, s) in zip(w, SITES) if i != j]) for j in range(3)]
    assert abs(first - np.sort(planes)).max() < 1e-6
    print(k, 'barycentre gap %.1f, e_g split %.1f cm-1' % (gap, eg_split(h[k])))
    if k in ('trans', 'cis', 'MA5B'):
        eq, ax = np.mean([Dq[c] for c in w[:4]]), np.mean([Dq[c] for c in w[4:]])
        assert abs(p[k][3] - 4 / 7 * (eq - ax)) < 1e-8 and abs(gap - 10 * p[k][1] + 35 / 6 * p[k][3]) < 1e-8
        b, e = B2_E(first)
        assert abs(e - b + 35 / 4 * p[k][3]) < 1e-6 and abs(B2_E(full[:3])[0] - 10 * eq) < 1e-6
        print(k, 'Dq_eq %.1f Dq_ax %.1f Ds %.2f Dt %.2f cm-1 (Dt %.5f eV)' % (eq, ax, p[k][2], p[k][3], p[k][3] * CM_EV))
    print(k, '4T2 first order %.1f %.1f %.1f cm-1' % tuple(first))
    print(k, '4T2 full        %.1f %.1f %.1f cm-1' % tuple(full[:3]))
print('mer <z2|H|x2-y2> = %.1f cm-1' % h['mer'][0, 4])
fac = bands(ISOMER['fac'], L)[1]
assert max(np.ptp(fac[j:j + 3]) for j in (0, 3, 6)) < 1e-6
print('fac quartets 4T2, 4T1, 4T1 = %.1f %.1f %.1f cm-1' % (fac[0], fac[3], fac[6]))
def split(k, L):
    (b1, e1), (b, e) = [B2_E(t[:3]) for t in bands(ISOMER[k], L)]
    return e1 - b1, e - b
(t1, tf), (c1, cf) = split('trans', L), split('cis', L)
assert abs(c1 / t1 + 0.5) < 1e-9 and abs(cf / tf + 0.5) > 1e-3
print('4E-4B2 first order trans %.1f cis %.1f cm-1, ratio %.4f' % (t1, c1, c1 / t1))
print('4E-4B2 full trans %.1f cis %.1f cm-1, ratio %.4f' % (tf, cf, cf / tf))
print('full minus first order: trans %.1f cis %.1f cm-1' % (tf - t1, cf - c1))
lam = 0.01
Ls = {'A': L['A'], 'B': L['A'] + lam * (L['B'] - L['A'])}
(t1, tf), (c1, cf) = split('trans', Ls), split('cis', Ls)
assert abs((cf - c1) / (tf - t1) - 0.25) < 5e-3   # third-order terms are of relative size lam
print('B-A scaled by %.2f: remainder ratio cis/trans %.4f' % (lam, (cf - c1) / (tf - t1)))
def fac_t2g(eB, twist, bend):
    H = 0
    for i in range(3):
        t = (np.ones(3) - E3[i]) / np.sqrt(2)
        u = E3[(i + 1) % 3]
        H = H + ligand(-E3[i], u, L['A']) + ligand(np.cos(bend) * E3[i] + np.sin(bend) * t, u, eB, twist)
    return np.ptp(np.linalg.eigvalsh(H)[:3])
aniso = np.array([5500., 2000, 0, 0])
s0, s45, sb = fac_t2g(aniso, 0, 0), fac_t2g(aniso, np.pi / 4, 0), fac_t2g(L['B'], 0, np.radians(5))
assert s0 < 1e-8 and s45 > 100 and sb > 10 and fac_t2g(L['B'], 0.7, 0) < 1e-8
print('fac, B pi_x %.0f pi_y %.0f cm-1: t2g split %.1f (twist 0), %.1f (45 deg) cm-1' % (*aniso[1:3], s0, s45))
print('fac, B bent 5 deg toward C3 axis: t2g split %.1f cm-1' % sb)
print('all assertions hold')
```

It prints:

```
smeared charges (q/e, R/bohr, a/bohr): A (1.0, 3.8, 1.5) B (0.7, 4.2, 1.8)
radial functions: d r^2 exp(-1.6r), s,p r^3 exp(-1.2r), r in bohr
a2, a4 of A = 15429.1 4242.2 cm-1
a2, a4 of B = 8052.8 1766.7 cm-1
quadrature MA6 Dq, Ds, Dt = 707.03 0.00 0.00 cm-1
quadrature MB6 Dq, Ds, Dt = 294.45 0.00 0.00 cm-1
quadrature trans Dq, Ds, Dt = 707.03 2107.53 235.76 cm-1
quadrature cis Dq, Ds, Dt = 500.74 -1053.76 -117.88 cm-1
<s|V|z2> trans, cis = -6129.1 3064.6 cm-1
fac with p offset 87790 cm-1: t2g split 576.3 cm-1
model e_sigma, e_pi: A 7000 0, B 5500 1000 cm-1; e_delta = 0
Racah B, C = 650 2600 cm-1; 4P-4F gap = 9750.0 cm-1
Dq_A, Dq_B = 2100.0 1250.0 cm-1
trans diag z2,xz,yz,xy,x2-y2 = 18000 2000 2000 0 21000 cm-1
trans barycentre gap 18166.7, e_g split 3000.0 cm-1
trans Dq_eq 2100.0 Dq_ax 1250.0 Ds 142.86 Dt 485.71 cm-1 (Dt 0.06022 eV)
trans 4T2 first order 16750.0 16750.0 21000.0 cm-1
trans 4T2 full        16558.5 16558.5 21000.0 cm-1
cis diag z2,xz,yz,xy,x2-y2 = 20250 1000 1000 2000 18750 cm-1
cis barycentre gap 18166.7, e_g split 1500.0 cm-1
cis Dq_eq 1675.0 Dq_ax 2100.0 Ds -71.43 Dt -242.86 cm-1 (Dt -0.03011 eV)
cis 4T2 first order 16750.0 18875.0 18875.0 cm-1
cis 4T2 full        16750.0 18808.3 18808.3 cm-1
MA5B diag z2,xz,yz,xy,x2-y2 = 19500 1000 1000 0 21000 cm-1
MA5B barycentre gap 19583.3, e_g split 1500.0 cm-1
MA5B Dq_eq 2100.0 Dq_ax 1675.0 Ds 71.43 Dt 242.86 cm-1 (Dt 0.03011 eV)
MA5B 4T2 first order 18875.0 18875.0 21000.0 cm-1
MA5B 4T2 full        18821.8 18821.8 21000.0 cm-1
fac diag z2,xz,yz,xy,x2-y2 = 18750 2000 2000 2000 18750 cm-1
fac barycentre gap 16750.0, e_g split 0.0 cm-1
fac 4T2 first order 16750.0 16750.0 16750.0 cm-1
fac 4T2 full        16750.0 16750.0 16750.0 cm-1
mer diag z2,xz,yz,xy,x2-y2 = 17625 3000 2000 1000 19875 cm-1
mer barycentre gap 16750.0, e_g split 2598.1 cm-1
mer 4T2 first order 14625.0 16750.0 18875.0 cm-1
mer 4T2 full        14580.1 16516.6 18784.7 cm-1
mer <z2|H|x2-y2> = 649.5 cm-1
fac quartets 4T2, 4T1, 4T1 = 16750.0 23298.3 36701.7 cm-1
4E-4B2 first order trans -4250.0 cis 2125.0 cm-1, ratio -0.5000
4E-4B2 full trans -4441.5 cis 2058.3 cm-1, ratio -0.4634
full minus first order: trans -191.5 cis -66.7 cm-1
B-A scaled by 0.01: remainder ratio cis/trans 0.2508
fac, B pi_x 2000 pi_y 0 cm-1: t2g split 0.0 (twist 0), 3000.0 (45 deg) cm-1
fac, B bent 5 deg toward C3 axis: t2g split 566.4 cm-1
all assertions hold
```
